\section*{Do magnetic systems need ultrasoft potentials from spin-polarized atoms?}

\section*{Question}

I want to treat a magnetic $3d$ system with ultrasoft pseudopotentials. My potential was generated from an atom with equal numbers of up and down electrons. Since the real system has a moment of several Bohr magnetons, it seems to me that the potential should come from a spin-polarized atom, perhaps with one version per spin. I have also been told that this is unnecessary, because polarization enters when the coefficients $D_{ij}$ are screened, and that the unpolarized reference errs only through the nonlinearity of exchange and correlation in the core charge and in the augmentation charges $Q_{ij}$. Which is right, and how large are the errors?

\section*{Answer}

A spin-polarized reference is not needed. The parts of the potential that are stored, $V_{\rm ion}$ and $D^0_{ij}$, carry no spin, and the screening supplies the spin dependence. The list of errors you were given is too short, though. Smoothing $Q_{ij}$ does harm even if the exchange-correlation potential is linear in the density, and the frozen core and the finite number of projectors also contribute.

I assume collinear spins, no spin-orbit coupling, and the local spin density approximation (LSDA). Equations are in hartree atomic units. To keep the algebra short I take a spherical ion with one valence shell of angular momentum $l$ and use radial functions ($r$ times the radial wave function), so that
\[
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2},\qquad \langle f|g\rangle=\int f g\,dr .
\]
The symbols $\rho_\sigma=4\pi r^2 n_\sigma$ denote radial valence densities, and $n_c$ is the core density, frozen and unpolarized.

\subsection*{What is generated}

In the unpolarized ion, solve the all-electron radial equation at energies $\varepsilon_i$ to get partial waves $\psi_i$. Choose smooth $\phi_i$ that join $\psi_i$ at $r_c$ in value, slope and curvature, and a smooth local potential $V_{\rm loc}$ that equals the all-electron potential $V_0$ beyond $r_c$. Define, with integrals over $r<r_c$,
\begin{align*}
\chi_i&=(\varepsilon_i-T-V_{\rm loc})\phi_i, & B_{ij}&=\langle\phi_i|\chi_j\rangle, & \beta_i&=\sum_j (B^{-1})_{ji}\chi_j,\\
Q_{ij}&=\psi_i\psi_j-\phi_i\phi_j, & q_{ij}&=\int Q_{ij}\,dr, & D_{ij}&=B_{ij}+\varepsilon_j q_{ij}.
\end{align*}
The projectors are dual to the smooth waves:
\[
\langle\beta_i|\phi_k\rangle=\sum_j B_{kj}(B^{-1})_{ji}=\delta_{ik}.
\]
With $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$ this gives
\begin{align*}
\Big(T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|-\varepsilon_kS\Big)\phi_k
&=-\chi_k+\sum_i\beta_i(D_{ik}-\varepsilon_kq_{ik})\\
&=-\chi_k+\sum_i\beta_iB_{ik}=0,
\end{align*}
because $\sum_i(B^{-1})_{ji}B_{ik}=\delta_{jk}$. The reference states are therefore reproduced.

$D$ must also be symmetric. Integrating by parts twice, for $\phi$ and for $\psi$,
\begin{align*}
B_{ij}-B_{ji}&=(\varepsilon_j-\varepsilon_i)\int\phi_i\phi_j\,dr+\tfrac12\big[\phi_i\phi_j'-\phi_j\phi_i'\big]_{r_c},\\
0&=(\varepsilon_j-\varepsilon_i)\int\psi_i\psi_j\,dr+\tfrac12\big[\psi_i\psi_j'-\psi_j\psi_i'\big]_{r_c}.
\end{align*}
The boundary terms are equal, since values and slopes match. Subtraction gives $B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}$. The term $\varepsilon_jq_{ij}$ in $D_{ij}$ contributes $(\varepsilon_j-\varepsilon_i)q_{ij}$ to $D_{ij}-D_{ji}$, and the two cancel.

\subsection*{Where the spin enters}

With occupations $f_{n\sigma}$, the valence density and energy are
\begin{align*}
\rho_\sigma&=\sum_n f_{n\sigma}\Big[\phi_{n\sigma}^2+\sum_{ij}Q_{ij}\langle\phi_{n\sigma}|\beta_i\rangle\langle\beta_j|\phi_{n\sigma}\rangle\Big],\\
E&=\sum_{n\sigma}f_{n\sigma}\Big\langle\phi_{n\sigma}\Big|T+\sum_{ij}|\beta_i\rangle D^0_{ij}\langle\beta_j|\Big|\phi_{n\sigma}\Big\rangle\\
&\quad+\int V_{\rm ion}(\rho_\uparrow+\rho_\downarrow)\,dr+E_H[n]+E_{xc}\big[n_\uparrow+\tfrac{n_c}2,\,n_\downarrow+\tfrac{n_c}2\big].
\end{align*}
The derivative of the last three terms with respect to $\rho_\sigma(r)$ is
\begin{equation}
V^\sigma=V_{\rm ion}+V_H[n]+v_{xc}^\sigma\big[n_\uparrow+\tfrac{n_c}2,\,n_\downarrow+\tfrac{n_c}2\big].
\label{v}
\end{equation}
An orbital enters $\rho_\sigma$ twice, through $\phi^2$ and through $Q_{ij}$. Making $E$ stationary under $\langle\phi|S|\phi\rangle=1$ therefore puts $V^\sigma$ in two places:
\begin{equation}
\Big(T+V^\sigma+\sum_{ij}|\beta_i\rangle D^\sigma_{ij}\langle\beta_j|\Big)\phi=\varepsilon S\phi,
\qquad D^\sigma_{ij}=D^0_{ij}+\int V^\sigma Q_{ij}\,dr .
\label{d}
\end{equation}
In this convention the integral contains the whole of $V^\sigma$, including $V_{\rm ion}$.

The stored quantities follow by requiring $V^\sigma=V_{\rm loc}$ and $D^\sigma=D$ in the reference, whose valence density is $n_0$:
\begin{equation}
V_{\rm ion}=V_{\rm loc}-V_H[n_0]-v_{xc}[n_0+n_c],\qquad D^0_{ij}=D_{ij}-\int V_{\rm loc}Q_{ij}\,dr .
\label{un}
\end{equation}
At zero polarization $v_{xc}^\uparrow=v_{xc}^\downarrow$, so neither quantity depends on spin. Inserting (\ref{un}) into (\ref{d}) gives a useful form:
\begin{equation}
D^\sigma_{ij}=D_{ij}+\int(V^\sigma-V_{\rm loc})\,Q_{ij}\,dr .
\label{dd}
\end{equation}

\subsection*{Why this screening is right to first order}

Let the potential change by a small $w(r)$, the same in the all-electron and the pseudo problem. $S$ does not change, so first-order perturbation theory for the generalized eigenproblem, with $\langle\phi|S|\phi\rangle=1$, gives
\[
\delta\varepsilon=\langle\phi|w|\phi\rangle+\sum_{ij}\langle\phi|\beta_i\rangle\langle\beta_j|\phi\rangle\int wQ_{ij}\,dr .
\]
For the reference state $\phi=a\phi_1$, duality gives $\langle\beta_i|\phi\rangle=a\delta_{i1}$. Inside $r_c$ the integrand is then $a^2w(\phi_1^2+Q_{11})=a^2w\psi_1^2$, and outside $\phi=\psi$. Hence
\begin{equation}
\delta\varepsilon=\int w\,\psi^2\,dr ,
\label{first}
\end{equation}
which is the all-electron first-order shift. No polarized atom was used. If $D$ is held fixed, the part $a^2\int wQ_{11}\,dr$ is lost.

\subsection*{A real case: Mn$^{2+}$}

The free ion Mn$^{2+}$, $3d^5$, is spherical both with 2.5 electrons per spin and with five up and none down. I treat it in non-relativistic LSDA (Slater exchange, Perdew--Wang correlation). Relativity and multiplet structure are left out, so the all-electron figures are a reference for the pseudopotential, not for experiment. The potential comes from the unpolarized ion, with $r_c=1.8$ bohr and projector energies $-24.78$ eV (the $3d$ level) and $-13.89$ eV. The numerical output follows this text.

Take $w=(V^\uparrow-V^\downarrow)/2$ from the polarized all-electron ion with frozen core. The first-order shift of the $3d$ level is $-2.293$ eV in the all-electron problem and $-2.293$ eV in the ultrasoft one; a test requires agreement to one part in $10^4$. With $D$ fixed it is $-0.617$ eV. The screening of $D$ thus carries $2.293-0.617=1.676$ eV, or 73\% of the shift.

The coefficients show the same thing. For a partial wave with unit charge inside $r_c$, the stored $D^0_{11}$ is $18.56$ eV for both spins. Screening takes it to $-31.46$ eV in the unpolarized ion, and to $-32.60$ eV (up) and $-28.72$ eV (down) in the polarized one. Half the spin difference is $(-32.60+28.72)/2=-1.94$ eV, which is $\int wQ_{11}\,dr$. With $q_{11}=0.731$, the average of $w$ weighted by $Q_{11}$ is $-1.94/0.731=-2.65$ eV, against $-2.29$ eV averaged over the whole orbital. The spin splitting of the potential is thus stronger where the augmentation charge sits, so $D$ carries more than its share of the charge. The normalized orbital has $a^2=1.676/1.94=0.864$ of its charge inside $r_c$, so the augmentation holds $a^2q_{11}=0.63$ of the charge but 73\% of the shift. That $q_{11}$ itself is also $0.73$ is a coincidence.

In the self-consistent polarized ion, the exchange splitting $\varepsilon_\downarrow-\varepsilon_\uparrow$ is $4.558$ eV in the all-electron calculation with frozen core. The potential from the unpolarized ion, with the true core charge and the true $Q_{ij}$, also gives $4.558$ eV. The polarization energy, $E$(2.5 up, 2.5 down) minus $E$(5 up, 0 down), is $5.667$ eV and $5.666$ eV.

\subsection*{What does go wrong}

\paragraph{Core charge.} Suppose $n_c$ is left out of both (\ref{v}) and (\ref{un}). For a given valence density, $V^\sigma$ is then wrong by
\[
\big\{v_{xc}^\sigma[n_v]-v_{xc}^\sigma[n_v+n_c]\big\}-\big\{v_{xc}[n_0]-v_{xc}[n_0+n_c]\big\}.
\]
If $v_{xc}$ were linear in the density, each brace would be the same linear function of $-n_c$, and the error would vanish. This part of what you were told is correct: the core enters through nonlinearity.

The size can be estimated from exchange alone, $v_x^\sigma=-(6n_\sigma/\pi)^{1/3}$, for which
\[
v_x^\downarrow-v_x^\uparrow=(6/\pi)^{1/3}\big(n_\uparrow^{1/3}-n_\downarrow^{1/3}\big).
\]
At $0.7$ bohr the core density is $2.6$ times the valence density. For full polarization, in units of $n_v$, the spin densities with core are $1+1.3=2.3$ and $1.3$, so the bracket is $1.320-1.091=0.229$. Without the core it is $1-0=1$, which is $4.4$ times too large. For a small moment $m$ in a total density $n$, expanding $[(n\pm m)/2]^{1/3}$ gives
\[
n_\uparrow^{1/3}-n_\downarrow^{1/3}\simeq\tfrac13\,(n/2)^{-2/3}\,m ,
\]
and omitting the core overestimates the splitting there by $3.6^{2/3}\simeq2.3$. Small moments are affected too. In the full calculation the level splitting without core charge is $14.1$ eV, a factor $3.1$ too large.

\paragraph{Smoothed $Q_{ij}$.} In practice $Q_{ij}$ is replaced by a smoother function of the same charge. In a solid each angular component must also keep its multipole moment; the spherical ion involves only the charge. By (\ref{dd}), the reference is still reproduced, since $V^\sigma=V_{\rm loc}$ there, and so is the effect on $D$ of a change of potential that is constant over the smoothed region. Other changes are not treated correctly, and this needs no nonlinearity of $v_{xc}$. Take a constant kernel $K$ and $m=n_\uparrow-n_\downarrow$:
\[
E_m=-\frac K2\int m^2\,d^3r,\qquad v^\uparrow=-Km,\quad v^\downarrow=+Km .
\]
The potential is linear, and the unpolarized core drops out of $m$. The energy is quadratic, so it depends on the shape of $m$ and not on the total moment alone. For the $3d$ shell, smoothing $Q_{ij}$ inside $1.2$ bohr multiplies $\int m^2d^3r$ by $0.956$. What matters for $Q_{ij}$ is therefore that the energy is nonlinear in the density.

The Hartree energy is quadratic as well. It responds to the change $\delta n$ of the total density, which is even in the moment because reversing all spins leaves $n$ unchanged. For small moments $\delta n\propto m^2$, and the Hartree term quadratic in $\delta n$ starts at order $m^4$, behind the exchange-correlation term of order $m^2$.

\paragraph{Frozen core.} The core of the polarized ion relaxes and acquires a spin density of its own. No choice of $n_c/2$ per spin can describe that. Quantities that depend on the core's spin density, such as its contribution at the nucleus, are absent from the start.

\paragraph{Finite projector set.} Equation (\ref{first}) is a first-order statement. The orbital also changes shape inside $r_c$. This change is of first order in $w$ and affects the level at second order, and the few $\psi_i$ cannot represent it completely. With the potential changed by the full $w$, without self-consistency, the level is off by $5.1$ meV with one projector and $0.4$ meV with two.

The table gives the signed errors in eV for the polarized ion. The frozen-core row is relative to the relaxed all-electron ion; the others are relative to the all-electron ion with frozen core.

\begin{center}
\begin{tabular}{lrr}
approximation & splitting & pol.\ energy\\
\hline
frozen core & $-0.02$ & $-0.02$\\
one projector & $+0.01$ & $-0.01$\\
smooth $Q$, true core & $-0.10$ & $-0.13$\\
partial core, true $Q$ & $+0.23$ & $+0.30$\\
partial core, smooth $Q$ & $+0.18$ & $+0.22$\\
no core charge & $+9.58$ & $+7.56$
\end{tabular}
\end{center}

``Partial core'' means that $n_c$ is replaced by a parabola inside $0.7$ bohr. Its error and that of the smooth $Q$ have opposite signs, so the combination looks better than the partial core alone. That is cancellation, and it should not be counted on in another system. Both errors vanish as the two smoothing radii go to zero, at the price of harder functions. The decrease need not be steady, in particular for $Q_{ij}$, so a small step inwards may not help and the comparison has to be repeated after each change.

The one-projector row hides something. Both $3d$ levels lie about $0.14$ eV too low, although their difference is good to $0.01$ eV. The $5$ meV found for the change $w$ without self-consistency is much smaller, so that test does not measure the error of the self-consistent levels.

\subsection*{What a polarized reference would do}

Suppose you unscreen the polarized ion without core charge and keep one ionic potential per spin. To isolate the effect of this step, I leave the projectors, $Q_{ij}$ and $D^0_{ij}$ as they were generated from the unpolarized ion. From (\ref{v}),
\[
V_{\rm ion}^\sigma=V^\sigma-V_H[n_v]-v_{xc}^\sigma[n_v]
=V_{\rm ion}+v_{xc}^\sigma[n_v+n_c]-v_{xc}^\sigma[n_v].
\]
The missing core nonlinearity is now stored as a spin-dependent potential. It cancels the error for the moment from which it was made: the splitting is again $4.558$ eV. By the exchange estimate above, the down-minus-up difference of the two added terms is proportional to $0.229-1<0$ at $0.7$ bohr. The stored potential therefore favours down spin, against the moment that produced it.

Used elsewhere, this potential fails badly:
\begin{itemize}
\item The ion with 2.5 electrons per spin should have no splitting. It gets $-12.5$ eV.
\item With the moment reversed, the splitting should be $-4.56$ eV. It is $-23.4$ eV.
\item Without spin-orbit coupling or a magnetic field, both directions of the moment must have the same energy. Here the reversed moment lies $59.9$ eV lower.
\end{itemize}
The last figure can be estimated. Since $E$ is stationary in the orbitals, only its explicit dependence on the occupations counts, and (\ref{d}) with $\langle\phi|S|\phi\rangle=1$ gives $\partial E/\partial f_{n\sigma}=\varepsilon_{n\sigma}$. Moving five electrons from up to down therefore changes the energy by $\int_0^5(\varepsilon_\downarrow-\varepsilon_\uparrow)\,dN_\downarrow$. The midpoint of this path is the ion with 2.5 electrons per spin, and the midpoint rule gives $5\times(-12.5)=-62.5$ eV, against $-59.9$ eV from the total energies. Such a potential has the direction and size of the moment built in. In an antiferromagnet the up and down versions would have to be exchanged by hand on the opposite sublattice, with the magnetic order fixed in advance.

If the full core charge is kept in the unscreening (a partial core would leave a spin-dependent remainder), $v_{xc}^\sigma[n_v+n_c]$ is subtracted instead, and what remains is the spin-independent $V_{\rm ion}$. Nothing is then gained over the unpolarized reference. A complete generation from the polarized ion would also make new partial waves and a new smooth local potential for each spin. The stored $V_{\rm ion}$ and $D^0_{ij}$ would then differ between the spins inside $r_c$, even with the full core. With a frozen, unpolarized core and the true $Q_{ij}$, these differences compensate in the reference states. There $V_{\rm ion}$, $D^0_{ij}$ and the kinetic energy of the smooth orbital add up to the all-electron kinetic energy plus the energy in the field of the nucleus and the frozen core, and that field is the same for both spins. The differences are therefore not a spin-dependent ionic field. They only adapt the partial waves to the polarized orbitals. This removes the finite-projector error at the moment used in the generation, since reference states are reproduced by construction. The error reappears at other moments, and the two spin directions are no longer equivalent. A second projector reduces the same error without these drawbacks.

\subsection*{For your $3d$ system}

Keep the unpolarized reference. Check first that the potential carries a core charge for exchange and correlation: in Mn$^{2+}$ its absence costs several eV, while each of the other approximations, with the radii used here, costs $0.3$ eV or less. Then compare the polarization energy of the free atom or ion with an all-electron calculation using the same functional. If the difference is too large for your purpose, reduce the smoothing radii of the core charge and of $Q_{ij}$. If it persists, add a projector or move the outermost core shells into the valence.

\section*{Table of computed values}
\begin{verbatim}
Mn2+ 3d5, LSDA, non-relativistic; energies in eV, lengths in bohr
r_c = 1.8, Q smoothed inside 1.2, core smoothed inside 0.7
unpolarized 3d level: -24.776 eV
second projector energy: -13.892 eV
core/valence density ratio at 0.7 bohr: 2.600
relative asymmetry of D: 1.3e-11
q_11 (partial wave of unit charge inside r_c): 0.7306
D_11 unscreened: 18.563 eV
D_11 screened, unpolarized: -31.457 eV
D_11 screened, up: -32.598 eV; down: -28.723 eV
First-order 3d shift for w = (V_up - V_down)/2:
  all-electron -2.2934 eV; ultrasoft, D screened -2.2934 eV
  ultrasoft, D held fixed -0.6173 eV
Level error at full w: 1 projector 5.12 meV, 2 projectors 0.37 meV
Polarized ion: 3d up, 3d down, splitting, polarization energy (eV)
  all-electron, relaxed core    -26.232   -21.655    4.578    5.690
  all-electron, frozen core     -26.171   -21.613    4.558    5.667
  true core, true Q, 2 proj     -26.169   -21.611    4.558    5.666
  true core, true Q, 1 proj     -26.315   -21.747    4.568    5.659
  true core, smooth Q           -26.160   -21.704    4.456    5.533
  partial core, true Q          -26.197   -21.406    4.791    5.966
  partial core, smooth Q        -26.198   -21.465    4.733    5.889
  no core, true Q               -26.957   -12.818   14.139   13.223
Absolute error against frozen core: splitting, pol. energy (eV)
  true core, true Q, 2 proj     0.0002   0.0010
  true core, true Q, 1 proj     0.0100   0.0076
  true core, smooth Q           0.1024   0.1339
  partial core, true Q          0.2329   0.2993
  partial core, smooth Q        0.1751   0.2223
  no core, true Q               9.5806   7.5569
Integral of m^2, smooth Q / true Q: 0.9557
Spin-dependent ionic potential from polarized ion, no core charge:
  3d splitting, moment as generated: 4.558 eV
  false 3d splitting of the nonmagnetic ion: -12.501 eV
  3d splitting, moment reversed: -23.362 eV
  energy of reversed minus original moment: -59.909 eV
\end{verbatim}
